# Choosing Three-Omega Frequencies by the Determinant of the Fisher Information

A narrow metal line lies on an insulating film, which lies on a substrate. A current at frequency \(f\) heats the line at \(2f\); its resistance follows the temperature, and a small voltage appears at \(3f\). The size and phase of that voltage, read at several frequencies, carry information about film, substrate and heater. With ten minutes of measuring time, which frequencies deserve it? And which properties stay entangled however long one measures?

## A case small enough for the hand

Let the film be a pure thermal resistance \(r\) (per area) on a perfect heat sink, and let the heater store heat \(H\) per area and kelvin. The line resistance is \(R_0(1+\alpha\,\delta T)\). With fields varying as \(e^{i\Omega t}\), \(\Omega=4\pi f\), a heat flux \(j\) obeys \(j=\delta T/r+i\Omega H\,\delta T\), so \(\delta T=jr/(1+i\Omega Hr)\). Up to a known factor the voltage is

\[
V=\frac{a}{1+iu},\qquad a=\alpha r,\quad u=\Omega\tau,\quad \tau=Hr .
\]

There are three unknowns, \(r,H,\alpha\), but only \(a\) and \(\tau\) appear. Doubling \(r\) while halving \(H\) and \(\alpha\) changes nothing at any frequency. No fit can undo this; one of the three must come from elsewhere.

For the two visible parameters, use logarithms, so that errors are relative. The derivatives are

\[
\frac{\partial V}{\partial\ln a}=\frac{a}{1+iu},\qquad
\frac{\partial V}{\partial\ln\tau}=\frac{-iu\,a}{(1+iu)^2}.
\]

Let both quadratures (real and imaginary part) carry independent Gaussian noise of equal, fixed variance. The Fisher matrix is then the sum of products of derivatives divided by that variance; its inverse is the covariance of a good fit when errors are small. In units of \(a^2\)/variance, with \(s=u^2\),

\[
F_{11}=\frac1{1+s},\quad F_{22}=\frac{s}{(1+s)^2},\quad
F_{12}=\mathrm{Re}\,\frac{-iu}{(1-iu)(1+iu)^2}=\frac{-s}{(1+s)^2}.
\]

The last step multiplies numerator and denominator by \(1-iu\): \(\mathrm{Re}[-iu(1-iu)]=-u^2\). The determinant is

\[
\det F=\frac{s}{(1+s)^3}-\frac{s^2}{(1+s)^4}=\frac{s}{(1+s)^4}.
\]

The area of the error ellipse is proportional to \((\det F)^{-1/2}\), so a large determinant is wanted. Setting the derivative to zero gives \(1+s=4s\), hence \(s=1/3\) and \(\Omega\tau=0.58\).

Could a mixture of frequencies do better? At \(s=1/3\),

\[
F=\frac1{16}\begin{pmatrix}12&-3\\-3&3\end{pmatrix},\qquad
F^{-1}=\frac{16}{9}\begin{pmatrix}1&1\\1&4\end{pmatrix}.
\]

Moving a little time to another frequency \(s'\) changes \(\ln\det F\) at the rate \(d(s')-2\), where

\[
d(s')=\mathrm{tr}\,[F^{-1}F(s')]=\frac{16}{9}\,\frac{(1+s')-2s'+4s'}{(1+s')^2}
=\frac{16}{9}\,\frac{1+3s'}{(1+s')^2}.
\]

Its maximum lies at \(s'=1/3\) and equals 2, so no transfer of time helps to first order. The concavity shown below turns this into proof that one frequency is best among all schedules.

## The full heat-flow model

The substrate now has conductivity \(k_s\) and volumetric heat capacity \(C_s\), the film \(k_f,C_f\) and thickness \(d\), and their boundary a resistance \(R\). The heater has half-width \(b\). With \(\alpha\) and \(H\) there are nine parameters.

For a flux varying as \(\cos\lambda x\) across the line, the substrate temperature decays as \(e^{-qz}\), with \(q^2=\lambda^2+i\Omega C_s/k_s\). Its temperature per flux is \(G_s=1/(k_sq)\), and the boundary makes it \(g=G_s+R\). In the film I keep vertical conduction only. At height \(\zeta\) above its base, for unit flux leaving the base,

\[
\delta T=g\cosh\gamma\zeta+\frac{\sinh\gamma\zeta}{Y},\qquad
\gamma^2=\frac{i\Omega C_f}{k_f},\quad Y=k_f\gamma .
\]

The downward flux is \(k_f\,d(\delta T)/d\zeta=gY\sinh\gamma\zeta+\cosh\gamma\zeta\). Dividing the two at \(\zeta=d\) gives

\[
G=\frac{g+T/Y}{1+gYT},\qquad T=\tanh\gamma d .
\]

Assume uniform flux under the line. Its Fourier transform brings one factor \(\sin(\lambda b)/(\lambda b)\), and averaging the temperature over the line brings another:

\[
Z_0=\frac1\pi\int_0^\infty\left[\frac{\sin\lambda b}{\lambda b}\right]^2G\,d\lambda .
\]

The heater keeps \(2ib\Omega H\,\delta T\) of the power per length \(P'\), so \(\delta T=Z_0(P'-2ib\Omega H\,\delta T)\) and

\[
\delta T=P'Z,\qquad Z=\frac{Z_0}{1+2ib\Omega HZ_0}.
\]

For a current \(I_0\cos2\pi ft\) in a line of length \(l\), the oscillating power has amplitude \(P'=I_0^2R_0/(2l)\). The product of the current and the resistance oscillation puts half its amplitude at \(3f\), so \(V=\tfrac12I_0R_0\alpha P'Z\).

## What no frequency can show

Three changes of scale, each by a factor \(m\), leave \(V\) unchanged.

- **Gain.** Multiply \(k_s,C_s,k_f,C_f,H,\alpha\) by \(m\) and divide \(R\) by \(m\). Then \(q\) and \(\gamma\) stay, \(G\) and \(Z\) fall by \(m\), and \(\alpha\) restores the voltage.
- **Film.** Multiply \(k_f,d\) by \(m\) and divide \(C_f\) by \(m\). Both \(Y^2=i\Omega C_fk_f\) and \((\gamma d)^2=i\Omega C_fd^2/k_f\) stay.
- **Length.** Multiply \(b,d,R\) by \(m\), divide \(H\) by \(m\) and \(C_s,C_f\) by \(m^2\). With \(\lambda=\lambda'/m\), \(G\) grows by \(m\) and \(d\lambda\) shrinks by \(m\); \(bH\) stays.

In logarithms these are three null vectors, the columns of a \(9\times3\) matrix \(N\). They hold at every frequency, so the nine-parameter determinant is zero for every schedule. In the example below, the singular values of the derivative matrix, relative to the largest, fall to \(1.9\times10^{-6}\) for the sixth and to about \(10^{-11}\) for the seventh, which is zero up to the error of the numerical derivatives. Six combinations are therefore visible there, the sixth barely.

Which three parameters must be supplied? Let the rows of a \(6\times9\) matrix \(B\) form six visible combinations, so that \(BN=0\) and \(F=B^{\mathsf T}MB\), with \(M\) their Fisher matrix. Fixing three parameters keeps six columns \(B_{\rm free}\), and

\[
\det F_{\rm free}=\det M\,(\det B_{\rm free})^2 .
\]

Let \(E\) hold the unit vectors of the free parameters. Then \(\det[N\;E]=\pm\det N_{\rm fixed}\), where \(N_{\rm fixed}\) is the \(3\times3\) block of fixed rows. Multiply from the left:

\[
\begin{pmatrix}B\\N^{\mathsf T}\end{pmatrix}\begin{pmatrix}N&E\end{pmatrix}
=\begin{pmatrix}0&B_{\rm free}\\N^{\mathsf T}N&N^{\mathsf T}E\end{pmatrix}.
\]

The left factor is invertible and does not depend on the choice. Taking determinants gives \(\det B_{\rm free}=\pm\kappa\det N_{\rm fixed}\) with one constant \(\kappa\ne0\). The choice works if and only if \(\det N_{\rm fixed}\ne0\). Since only \(\det M\) depends on the schedule, every working choice has the same best schedule.

Of the 84 possible triples, 51 work and 33 fail. Fixing \(b,d,\alpha\) works. Any triple containing both \(k_s\) and \(\alpha\) fails, because each removes the gain freedom alone; the second is a consistency check, not new help.

The null vectors also tell how errors in fixed values travel. With \(b,d,\alpha\) fixed, an \(\alpha\) that is 1% too high raises every fitted conductivity and heat capacity by 1% and lowers \(R\) by 1%, with an equally good fit. A thickness 1% too high raises \(k_f\) and lowers \(C_f\) by 1%.

## The method in general

White noise of one-sided density \(S\) has autocorrelation \((S/2)\delta(t-t')\). A quadrature amplitude, estimated over time \(t_i\) as \((2/t_i)\int V\cos\,dt\), has variance \((4/t_i^2)(S/2)(t_i/2)=S/t_i\). If frequency \(i\) receives the fraction \(w_i\) of the total time \(t\), then

\[
F(w)=\sum_iw_iF_i,\qquad F_i=A_i^{\mathsf T}A_i,
\]

where the two rows of \(A_i\) are the real and imaginary parts of \(\sqrt{t/S}\,\partial V/\partial\ln\theta\). Let \(p\) parameters be free, and define \(d_i=\mathrm{tr}(F^{-1}F_i)=\partial\ln\det F/\partial w_i\). Then \(\sum_iw_id_i=\mathrm{tr}\,1=p\).

Along a line \(F+xD\), the second derivative of \(\ln\det\) is \(-\mathrm{tr}[(F^{-1/2}DF^{-1/2})^2]\le0\) at \(x=0\), and likewise at each point of the line. So \(\ln\det F\) is concave and lies below its tangent. For the optimum \(w^*\),

\[
\ln\frac{\det F(w^*)}{\det F(w)}\le\sum_id_i(w_i^*-w_i)\le\max_id_i-p .
\]

This gap certifies any schedule without knowledge of the optimum. It also completes the hand example, where the gap was zero.

To find the optimum, start with all weights positive and repeat

\[
w_i'=w_id_i/p .
\]

The determinant never falls. By the Cauchy–Binet formula it is a sum \(\sum_\mu c_\mu\prod_iw_i^{\mu_i}\) of degree \(p\), each \(c_\mu\) being a sum of squares. Let \(\pi_\mu\) be the share of term \(\mu\) in \(\det F\). Since the logarithm is concave,

\[
\ln\frac{\det F'}{\det F}=\ln\sum_\mu\pi_\mu\prod_i\left(\frac{w_i'}{w_i}\right)^{\mu_i}
\ge\sum_i\Big(\sum_\mu\pi_\mu\mu_i\Big)\ln\frac{w_i'}{w_i}.
\]

The bracket is \(w_i\,\partial\ln\det F/\partial w_i=w_id_i=pw_i'\). What remains is \(p\sum_iw_i'\ln(w_i'/w_i)\), a relative entropy and never negative.

The procedure is then:

1. Compute the derivatives on a frequency grid at a first guess of the parameters.
2. Find the null vectors and fix a working set of parameters.
3. Iterate the update until the gap is small.
4. Merge neighbouring grid frequencies and evaluate the gap again.

The result is optimal for the guessed parameters and for noise independent of frequency.

## A tungsten heater on an insulating film

Take a tungsten line 60 µm wide, 60 nm thick and 2 mm long on a 1 µm film, with \(k_s=140\) and \(k_f=1.3\) W/(m K), \(C_s=C_f=1.65\) MJ/(m³ K), \(R=2.0\times10^{-8}\) m²K/W, \(H=0.156\) J/(m²K) and \(\alpha=2.0\times10^{-3}\) K⁻¹. The film resistance is \(r=d/k_f=7.69\times10^{-7}\) m²K/W. With 83.3 Ω and 49.0 mA,

\[
P'=\frac{(0.0490)^2\times83.3}{2\times0.002}\approx50\ \text{W/m}.
\]

The band is 1 to 100 kHz, the time 600 s and the noise 100 nV/√Hz. A quadrature given all the time has standard deviation \(100/\sqrt{600}=4.1\) nV, against a signal of 3.6 mV at 1 kHz.

With \(b,d,\alpha\) fixed, six parameters are free. The schedule is 1.0, 20 and 100 kHz with 33.6, 32.7 and 33.6% of the time. Near-equal shares are to be expected: three frequencies give six readings for six unknowns, so \(\det F\propto(w_1w_2w_3)^2\), which is largest at equal weights. On a grid of 201 frequencies the gap guarantees an efficiency of at least 0.98, where efficiency means \((\det F/\det F^*)^{1/p}\). Because \(F\) is proportional to time, this number is an equivalent fraction of time. An equal-time sweep over 41 logarithmically spaced frequencies reaches 0.64 and needs about 1.6 times as long for the same determinant. For the variance of a single parameter the factor lies between 1.4 and 2.0.

The predicted standard deviation of \(R\) is nevertheless 36%, and that of \(k_f\) is 0.96%. For \(R\) this is only a rough guide, since the prediction assumes small errors. If \(R\) is fixed as well and the schedule optimised anew (1.0, 26 and 100 kHz; 33, 28 and 39%), \(k_f\) improves to 0.0011%, by a factor of about 850. In 400 simulated nonlinear fits with this second schedule, the scatter of each parameter was 0.97 to 1.01 times the prediction. If the true \(k_f\) is 1.5 times the guess, the schedule still has efficiency 1.000 relative to the best one on the grid of 41 frequencies.

## Why the boundary resistance is nearly invisible

For small \(\Omega\), write \(c=C_fd\), so \((\gamma d)^2=i\Omega cr\). Then \(T/Y\approx r(1-i\Omega cr/3)\) and \(YT\approx i\Omega c\), and to first order at fixed \(g\)

\[
G\approx g+r-i\Omega c\left(g^2+gr+\tfrac13r^2\right).
\]

At leading order only the sum \(R+r\) enters. Raise \(R\) by \(\delta R\) and lower \(r\) equally: this needs \(\delta\ln k_f=\delta R/r\), or 0.026 per unit of \(\ln R\). With \(\Sigma=g+r\) held fixed, the bracket is \((\Sigma^2+g\Sigma+g^2)/3\), which grows by the fraction \(\delta R/\Sigma\) when \(g\ll r\). A fall of \(C_f\) by about 0.025 per unit of \(\ln R\) hides that too. The computed softest direction is 0.999 in \(\ln R\), 0.026 in \(\ln k_f\) and −0.026 in \(\ln C_f\), close to these estimates, although \(\Omega cr\) reaches 1.6 at 100 kHz and \(g\) reaches about \(0.8r\) at 1 kHz, both beyond the range of the estimates.

This is only a near degeneracy: averaging reduces the error it causes, and here higher frequencies do too, whereas neither helps with the three null vectors. For equal-time sweeps starting at 1 kHz, stopping at 10 instead of 100 kHz makes the error of \(\ln R\) 4.1 times larger. The compensation is also imperfect because \(G_s\), and with it \(g\), varies with \(\lambda\) and \(\Omega\), so that no single change of \(C_f\) cancels the bracket's growth exactly.

## Against a real device

The values are rough ones for a tungsten film on a glassy insulator over a crystalline semiconductor wafer. The current density, 1.4 MA/cm², is high for a metal line, and the noise is a chosen figure far above the 1.2 nV/√Hz of the resistor itself. Errors of gain or calibration are not in this noise and do not average away.

Real films also conduct sideways, and real heaters even out their temperature. For an isotropic film, fitting the simpler model with \(R\) fixed then shifts \(k_f\) by +1.4%, \(C_f\) by +1.1% and \(H\) by −3.4%, in linear estimate. For \(k_f\) that is over a thousand times the statistical error. An \(R\) 50% above its assumed value shifts \(k_f\) by −1.3%, close to \(-0.5R/r\). With \(R\) free, sideways conduction would shift \(\ln R\) by 7.5, far outside the linear regime: this model cannot deliver \(R\) from such a device.

Some other effects shift \(k_f\) less when \(R\) is fixed, though not always the other parameters. A wafer of 500 µm with a cooled base then shifts no parameter by more than 0.07%; with \(R\) free, the linear estimate for \(\ln R\) would be a shift of about −1.9, again outside the linear regime. The steady rise of the heater, 1.1 K, changes its resistance by 0.2%. The changing resistance acts back on the heating power and on the third harmonic; if the cold resistance is used in the fit, this shifts \(k_s\) by about −0.7% and \(k_f\) by −0.4%. The substrate's part of the steady rise, 0.44 K, lowers \(k_s\) itself by about 0.2% if \(k_s\) falls as \(T^{-1.3}\). Radiation from the line, even at emissivity 1, removes only about \(10^{-5}\) of the heat. This supposes a vacuum: still air would change the signal by about 0.13% at 1 kHz and 0.4% at 100 kHz, far above the noise. The model also omits any boundary resistance between heater and film; one of \(1.0\times10^{-8}\) m²K/W would shift \(k_f\) by −1.3% and \(H\) by −14%. Two further effects also far exceed the statistical errors. Heat flow past the ends of the line (the heat depth at 1 kHz is 4% of the length) shifts \(C_s\) by about −12% and \(k_s\) by +4% if the voltage is read over the whole heated length. Capacitive leakage through the film adds a phase. Lumping the line's whole resistance and capacitance (relative permittivity 4, contact pads left out) gives about \(7\times10^{-4}\) at the top of the band, which would shift \(H\) by about 2%. Spread along the line, the phase is smaller and depends on the grounding: \(H\) shifts by about 1.2% with one end grounded and 0.3% with symmetric drive. For this device the schedule settles the statistics; the accuracy of \(k_f\) rests on the heat-flow model and on the values held fixed. The remaining figures are in the numerical output.

## Numbers as computed

```
k_s, k_f (W/m/K): 140.0 1.3
C_s, C_f (MJ/m3/K): 1.65 1.65
film d 1000 nm, width 2b 60 um, heater 60 nm
R 2.0e-08 m2K/W, film d/k_f 7.69e-07 m2K/W
H 0.156 J/m2/K, film C_f*d 1.65 J/m2/K
alpha 2.0e-03 1/K, resistivity 15 uOhm cm
line 2 mm, 83.3 Ohm, current amplitude 49.0 mA
current density 1.36 MA/cm2
power 50 W/m, total time 600 s
noise 100, Johnson part 1.18 nV/sqrt(Hz)
at 1 kHz: V3 real, imag 3.5750, -0.3852 mV
at 10 kHz: V3 real, imag 3.0152, -0.5350 mV
at 100 kHz: V3 real, imag 1.6759, -1.2297 mV
signal change on doubling along null vectors: 1.1e-16
singular values 1-5 (relative): 1.0e+00 1.5e-01 6.2e-02 8.7e-03 2.0e-03
singular values 6-9 (relative): 1.9e-06 1.4e-11 2.9e-13 4.3e-14
fixed triples that suffice, fail: 51 33
R free: updates 1238, gap 1.0e-03
  frequencies (kHz): 1.00 20.03 100.00
  time shares (%): 33.6 32.7 33.6
  efficiency merged 1.0000, equal sweep 0.6378
  efficiency lower bound on 201-point grid 0.9808
R fixed: updates 1129, gap 1.0e-03
  frequencies (kHz): 1.00 25.61 100.00
  time shares (%): 33.2 28.0 38.8
  efficiency merged 1.0002, equal sweep 0.6227
  efficiency lower bound on 201-point grid 0.9999
best equal-time 3, 4 frequencies, R free, efficiency: 1.0001 0.9450
sd (%), R free, k_s C_s k_f C_f R H: 0.0101 0.112 0.956 0.944 36.2 0.0331
sd (%), R fixed, k_s C_s k_f C_f H: 0.00255 0.019 0.00113 0.0062 0.0181
k_f sd ratio, R free / R fixed: 848.1
softest direction k_s C_s k_f C_f R H: -0.000 -0.003 0.026 -0.026 0.999 -0.001
sd along softest direction (ln units): 3.63e-01
sd of ln R, sweep to 10 kHz / to 100 kHz: 4.1
fit scatter / predicted sd: 0.997 1.009 1.001 0.985 0.966
efficiency if k_f is 1.5 times the guess: 1.000
Linear bias (%), R fixed, k_s C_s k_f C_f H:
  film lateral: 0.0571 -0.543 1.04 0.914 -2.79
  heater lateral: -0.000274 0.0803 -0.00257 0.00324 0.00155
  film and heater lateral: 0.0668 -0.417 1.36 1.1 -3.41
  finite wafer: 0.00619 -0.0652 0.00235 -0.00874 0.0161
  R 50% higher: 0.0228 0.0711 -1.32 1.39 -0.214
  change with coarser modes, both lateral: 0.0003 0.005 0.004 0.007 0.07
shift of ln R, both lateral, R free: 7.51 (coarser modes 7.56)
steady rise heater 1.10 K, substrate part 0.44 K
k_s change for k_s ~ T^-1.3: -0.190 %
heater resistance change: 0.219 %
radiated fraction 8.1e-06, leakage phase 6.7e-04 rad
heat depth at 1 kHz 82 um, / length 0.041
```
